# Self-Consistent Grain-Boundary Barriers with Distributed Traps and the Seto Limit

## The result

Consider a row of identical n-type grains of length $L$, with ionized donor density $N_D$ and permittivity $\varepsilon$. Each grain boundary holds $n_t$ trapped electrons per unit area. In equilibrium the band edge at the boundary lies above that at the grain centre by

$$E_b=\frac{q^2n_t^2}{8\varepsilon N_D}+\frac{P(L/2)-P(0)}{N_D}. \tag{1}$$

Here $P$ is the pressure of the mobile electron gas, $x=0$ is the boundary and $x=L/2$ the centre. The trapped density is itself unknown, because raising the barrier lifts the traps through the Fermi level and empties them. Poisson's equation and the trap filling must therefore be solved together.

Seto's barrier is the first term of (1) with $n_t=\min(N_t,N_DL)$, where $N_t$ is the trap density per area. It requires a sufficiently deep trap level and a negligible pressure term. A narrow trap distribution alone does not suffice.

The model is one-dimensional and mean-field. The traps are acceptor-like: neutral when empty, negative when filled. Donors are fully ionized, the band is parabolic, and there is no current. Holes, tunnelling, quantum confinement, image forces, and exchange and correlation among the mobile electrons are left out. Formulas give energies in joules; division by $q$ gives electronvolts.

## A tiny example: one level, one unknown

Let every trap lie at depth $D$ below the conduction-band edge at the boundary, and replace the electron density by a sharp step: no electrons for $0<x<W$, and $n=N_D$ beyond.

The electron energy is $E_c=-q\phi$ plus a constant, with $\phi$ the potential. The charge density is $q(N_D-n)$, so $\phi''=-q(N_D-n)/\varepsilon$ becomes

$$E_c''=\frac{q^2}{\varepsilon}(N_D-n). \tag{2}$$

The boundary plane carries charge $-qn_t$ per area. Gauss's law gives $\phi'(0^+)-\phi'(0^-)=qn_t/\varepsilon$. Mirror symmetry gives $\phi'(0^-)=-\phi'(0^+)$, so each side takes half the jump:

$$E_c'(0^+)=-\frac{q^2n_t}{2\varepsilon}. \tag{3}$$

In the empty layer, (2) with $E_c'(W)=0$ integrates to $E_c'(x)=-(q^2N_D/\varepsilon)(W-x)$. Comparison with (3) at $x=0$ gives $W=n_t/(2N_D)$. A second integration gives

$$E_b=\frac{q^2N_DW^2}{2\varepsilon}=\frac{q^2n_t^2}{8\varepsilon N_D}. \tag{4}$$

Now take round model parameters: relative permittivity 10, effective mass $0.3\,m_e$, 300 K, $L=100$ nm, $N_D=10^{18}$ cm⁻³, $N_t=4\times10^{12}$ cm⁻² and $D=0.4$ eV. Full traps would give $W=20$ nm, which fits into the half-grain of 50 nm, and $E_b=0.3619$ eV. In the neutral grain $E_c-E_F=0.0344$ eV, and $kT=0.02585$ eV.

With filled fraction $f$, the problem is one equation for $E_b$ (in eV):

$$g(E_b)=E_b-0.3619\,f^2=0,\qquad f=\frac{1}{1+\exp[(0.0344+E_b-0.4)/0.02585]}.$$

Since $df/dE_b=-f(1-f)/kT$, the slope is

$$g'=1+G,\qquad G=2(0.3619)f\,\frac{f(1-f)}{kT}>0.$$

Thus $g$ rises steadily and has one root. Newton's method takes two steps:

- At $E_b=0.3000$: $f=0.927$, $g=0.3000-0.3108=-0.0108$ and $g'=2.76$. The new value is $0.3000+0.0108/2.76=0.3039$.
- At $E_b=0.3039$: $f=0.916$, $g=0.3039-0.3035=0.0004$ and $g'=2.98$. The new value is $0.3038$.

The slope also shows why a simpler iteration fails. Suppose one computes $f$ from the old barrier, then the new barrier from $f$, and repeats. A small error is multiplied by $-G$ in each round. Here $G\approx2$, so the error changes sign and doubles. Newton's method divides the mismatch by $1+G$ instead.

The full solution for this narrow level, without the sharp step, is $0.3121$ eV with $f=0.888$. The missing 8 meV comes from the mobile electrons, treated next.

## What the mobile electrons add

Let $u=(E_c-E_F)/kT$. For a parabolic band,

$$n=N_cF_{1/2}(-u),\qquad F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}},\qquad N_c=2\left(\frac{m kT}{2\pi\hbar^2}\right)^{3/2},$$

with $m$ the effective mass. The pressure of such a gas is two thirds of its kinetic energy density. That density is $N_ckT\,\Gamma(5/2)F_{3/2}/\Gamma(3/2)=\tfrac32N_ckT\,F_{3/2}$, so

$$P=kT\,N_cF_{3/2}(-u).$$

In $dF_{3/2}/d\eta$, the $\eta$-derivative of the Fermi factor equals minus its $t$-derivative. Integration by parts then turns $t^{3/2}/\Gamma(5/2)$ into $\tfrac32t^{1/2}/\Gamma(5/2)=t^{1/2}/\Gamma(3/2)$. Hence $dF_{3/2}/d\eta=F_{1/2}$, and

$$\frac{dP}{du}=-kT\,n,\qquad\text{or}\qquad \frac{dP}{dx}=-n\frac{dE_c}{dx}. \tag{5}$$

This is force balance: the pressure gradient holds the electrons against the field. Multiply (2) by $E_c'$ and use (5):

$$\frac{d}{dx}\frac{(E_c')^2}{2}=\frac{q^2}{\varepsilon}\left(N_DE_c'-nE_c'\right)=\frac{q^2}{\varepsilon}\frac{d}{dx}\left(N_DE_c+P\right).$$

Integrate from $0^+$ to $L/2$, where $E_c'=0$ by symmetry:

$$-\frac{E_c'(0^+)^2}{2}=\frac{q^2}{\varepsilon}\left[-N_DE_b+P(L/2)-P(0)\right].$$

By (3), $E_c'(0^+)^2=q^4n_t^2/(4\varepsilon^2)$. Solving for $E_b$ gives (1). No depletion approximation has been made, and the grain may have any length.

Two limits fix the size of the pressure term when the centre is neutral and the boundary nearly empty.

**Dilute gas.** Here $P=nkT$, and the term is $kT$. To see the first correction, expand in $z=e^{-u}$: $F_{3/2}=z-z^2/2^{5/2}+\dots$ and $F_{1/2}=z-z^2/2^{3/2}+\dots$. Their ratio is $1+z/2^{5/2}$ to first order, with $z\approx n/N_c$. For $N_c=4.12\times10^{18}$ cm⁻³ and $n=10^{18}$ cm⁻³ this is $1.043$. It gives $0.0270$ eV, against $0.0269$ eV in the numerical solution.

**Cold degenerate gas.** The mean kinetic energy is $\tfrac35\varepsilon_F$, with $\varepsilon_F$ the Fermi energy above the band edge. Then $P=\tfrac25n\varepsilon_F$, and for non-interacting electrons the term tends to $\tfrac25\varepsilon_F$, not to zero.

The tiny example can now be reconciled with the full solution. Adding $0.0269$ eV to the right side of the scalar equation raises the root by about $0.0269/2.98=0.009$ eV, close to the 8 meV found. The traps respond to the higher barrier by emptying, which removes two thirds of the increase.

## The general equations

Let the trap depths follow a Gaussian of mean $D$ and width $s$. Any trap degeneracy factor is absorbed in $D$, since it shifts the effective level by a constant at given temperature. With reduced depth $d=\text{depth}/kT$, $u_0=u(0)$ and angle brackets for the Gaussian average,

$$n_t(u_0)=N_t\left\langle\frac{1}{1+e^{u_0-d}}\right\rangle. \tag{6}$$

Divide (2) and (3) by $kT$ and define the Debye length by $\lambda^2=\varepsilon kT/(q^2N_D)$:

$$\lambda^2u''=1-\frac{n(u)}{N_D},\qquad \lambda^2u'(0^+)=-\frac{n_t(u_0)}{2N_D},\qquad u'(L/2)=0. \tag{7}$$

The Fermi level needs no separate adjustment; $u$ settles where the grain is neutral as a whole. Integrating the first equation over the half-grain and using the other two gives

$$n_t=2\int_0^{L/2}(N_D-n)\,dx. \tag{8}$$

Depletion charge equals trapped charge.

### Why there is one solution

Equations (7) are the stationarity conditions of

$$\Omega[u]=\int_0^{L/2}\left[\frac{\lambda^2u'^2}{2}+u+\frac{P(u)}{kTN_D}\right]dx+\frac{N_t}{2N_D}\left\langle\ln\left(1+e^{d-u_0}\right)\right\rangle.$$

To check this, vary $u$ by $\delta u$. By (5) the second and third terms give $(1-n/N_D)\delta u$, and the logarithm gives $-n_t\,\delta u_0/(2N_D)$. Integrating $\lambda^2u'\delta u'$ by parts,

$$\delta\Omega=\int_0^{L/2}\left[-\lambda^2u''+1-\frac{n}{N_D}\right]\delta u\,dx+\lambda^2u'\delta u\Big|_{L/2}-\left[\lambda^2u'(0^+)+\frac{n_t}{2N_D}\right]\delta u_0.$$

This vanishes for every $\delta u$ when (7) holds. The functional is strictly convex: the gradient term is quadratic, $d^2P/du^2=-kT\,dn/du>0$ because density falls as the band edge rises, and the logarithm is convex in $u_0$. A strictly convex functional has at most one stationary point.

On a finite grid a solution also exists, because $\Omega$ grows without bound in every direction. Along a non-uniform change of $u$ the quadratic gradient term wins over the linear term. Along a uniform rise the linear term grows. Along a uniform fall $P$ grows as $|u|^{5/2}$ and wins over the linear term. The remaining contributions are not negative.

## The algorithm

Place nodes $x_i=ih$, $i=0,\dots,M$, on the half-grain. Integrate (7) over the cell around each node, of width $h$ inside and $h/2$ at the ends:

$$\begin{aligned}
R_0&=-\lambda^2\frac{u_1-u_0}{h}+\frac h2\left(1-\frac{n_0}{N_D}\right)-\frac{n_t(u_0)}{2N_D},\\
R_i&=-\lambda^2\frac{u_{i+1}-2u_i+u_{i-1}}{h}+h\left(1-\frac{n_i}{N_D}\right),\\
R_M&=\lambda^2\frac{u_M-u_{M-1}}{h}+\frac h2\left(1-\frac{n_M}{N_D}\right).
\end{aligned}$$

All $R_i$ must vanish. They are the derivatives of the discrete $\Omega$, so their Jacobian $J$ is symmetric, and it is tridiagonal. For any vector $w$, with cell widths $V_i$ and trap occupation $f$,

$$w^TJw=\sum_{i=0}^{M-1}\frac{\lambda^2(w_{i+1}-w_i)^2}{h}+\sum_{i=0}^{M}\frac{V_i}{N_D}\left|\frac{dn}{du}\right|_iw_i^2+\frac{N_t}{2N_D}\langle f(1-f)\rangle w_0^2.$$

This is positive for $w\neq0$. The Newton step $\delta=-J^{-1}R$ therefore points downhill, since $R\cdot\delta=-R^TJ^{-1}R<0$. The procedure is:

1. Start from the neutral value of $u$ at all nodes.
2. Evaluate $n_i$, $n_t(u_0)$, $R$, $J$ and $\Omega$.
3. Solve the tridiagonal system $J\delta=-R$.
4. Scale the step so that no $u_i$ changes by more than about 10, then halve it until $\Omega$ has dropped by a small fixed fraction of the predicted linear decrease. Near convergence, allow for rounding in $\Omega$.
5. Repeat until the largest component of $\delta$ is negligible.

The cap in step 4 saves many halvings when an iterate has a nearly empty grain and traps that are almost all full or almost all empty. Then both $|dn/du|$ and $\langle f(1-f)\rangle$ are tiny, $J$ is nearly singular for a uniform shift, and the raw step can be huge. Partly filled traps keep $J$ away from singularity even in an empty grain.

### What charge balance does and does not check

Add all the $R_i$. Each flux difference appears twice with opposite signs and cancels, leaving

$$\sum_iV_i\left(1-\frac{n_i}{N_D}\right)=\frac{n_t}{2N_D}.$$

This is the discrete form of (8). It holds at convergence on any grid, however coarse. With 20 cells the relative imbalance prints as zero, while the barrier is $0.2$ meV too low relative to an independent collocation solution of (7). Charge balance is thus necessary for convergence, but not sufficient. It does not show that each $R_i$ vanishes, that the flux terms have the right sign, or that the grid is fine enough.

A stronger check takes the two sides of (8) from different calculations. The depletion charge, integrated from the collocation solution, and the trapped charge from 1600 finite-volume cells both equal $3.258\times10^{12}$ cm⁻² per boundary. Their relative difference is $9\times10^{-8}$. Grid refinement gives an observed order of convergence of 2.00. Identity (1), which the discretization does not impose, is also satisfied within the test tolerance, and two very different uniform starting profiles lead to the same solution.

## The distributed traps

Keep the parameters above, but spread the trap depths with $s=0.1$ eV around $D=0.4$ eV. The band edge is then four widths from the mean, so the Gaussian tail inside the band is negligible. Newton's method converges in 7 steps to a filled fraction of $0.8146$. The arithmetic of (1) is

$$E_b=0.3619\times0.8146^2+0.0269=0.2401+0.0269=0.267\ \text{eV}.$$

The depletion width is $n_t/(2N_D)=16.3$ nm, and the density at the centre differs from $N_D$ by about $0.02\%$, so the grain has a neutral core. Seto's value of $0.362$ eV is 36% above the self-consistent barrier. Two effects oppose each other: partial filling lowers the electrostatic term by $0.122$ eV, and the pressure term restores $0.027$ eV.

Consider the alternating iteration with the pressure term in (1) held at its neutral-core value. It has $G=1.43$ at this solution. Started near it, the iteration ends in a cycle between $0.096$ and $0.384$ eV, neither of which solves the equations. Mixing in a fraction $\alpha$ of each update changes the error factor from $-G$ to $1-\alpha(1+G)$. Local convergence then needs $\alpha<2/(1+G)=0.82$.

## The Seto limit

Equation (6) gives $n_t<N_t$, and (8) gives $n_t<N_DL$ because $n>0$. Seto's model replaces $n_t$ by the smaller bound. Each branch has its own condition.

**Partly depleted grain, $N_DL>N_t$.** A single level fills when it stays several $kT$ below the Fermi level at the finished barrier: $D-[E_c(0)-E_F]\gg kT$. For distributed traps this distance must also be large compared with $s$. Then $E_b\to q^2N_t^2/(8\varepsilon N_D)$ plus the pressure term, and the electrostatic part falls as $1/N_D$.

**Fully depleted grain, $N_DL<N_t$.** There are too few electrons to fill the traps. If the level is deep enough to empty the grain, the filled fraction is $f=N_DL/N_t$, and inverting the occupation of a single level gives

$$E_c(0)-E_F=D+kT\ln\frac{1-f}{f}.$$

The level is pinned within a few $kT$ of the Fermi level unless $f$ is very close to 0 or 1. It is deep enough when the centre, lower by $E_b$, is still almost empty. Then both pressures vanish and $E_b\to q^2L^2N_D/(8\varepsilon)$. This branch rises with doping.

The branches meet at $N_D=N_t/L=4\times10^{17}$ cm⁻³, where the barrier is $q^2LN_t/(8\varepsilon)=0.905$ eV. A level 1.5 eV deep and 1 meV wide tests both (barriers in eV):

| $N_D$ (cm⁻³) | Seto | deep level | distributed |
|---|---|---|---|
| $1\times10^{17}$ | 0.226 | 0.226 | 0.226 |
| $2\times10^{17}$ | 0.452 | 0.452 | 0.330 |
| $5\times10^{17}$ | 0.724 | 0.745 | 0.311 |
| $1\times10^{18}$ | 0.362 | 0.389 | 0.267 |
| $3\times10^{18}$ | 0.121 | 0.150 | 0.147 |

Below the crossover the deep level reproduces Seto's barrier. Above it the excess is the pressure term. At $5\times10^{17}$ cm⁻³ the excess is 21 meV, less than $kT$. There $W=40$ nm leaves only 10 nm of each half-grain for the core, about two Debye lengths, and the centre does not quite reach neutrality. With $P\approx nkT$, the excess implies a central density of about $0.8N_D$.

Among the tabulated dopings, the distributed traps agree with Seto only at the lowest, where a quarter of them suffice to empty the grain. Their barrier lies below Seto's at $1\times10^{18}$ cm⁻³ and above it at $3\times10^{18}$ cm⁻³, so the two curves cross in between. That agreement is accidental: the loss from partial filling cancels the pressure term. At $2\times10^{17}$ cm⁻³ full depletion would need half the traps filled, but the filled fraction is $0.42$, so mobile electrons remain. The high Seto peak is absent: among the sampled dopings the largest barrier is $0.33$ eV. At $3\times10^{18}$ cm⁻³ the traps are 99% filled, and the barrier exceeds Seto's because of the pressure term. Seto's formula is therefore not an upper bound on the barrier.

The narrow level at $0.4$ eV from the tiny example shows why depth matters. At $N_D=10^{18}$ cm⁻³ it gives $0.312$ eV, against $0.389$ eV for the deep level, although both are equally narrow.

Within this model, cooling does not remove the excess completely. At 10 K, with donors still taken as ionized, the deep level lies $4.96$ meV above Seto's barrier, while $\tfrac25\varepsilon_F=4.86$ meV. The difference is thermal. The electronic heat capacity $\pi^2k^2T/(2\varepsilon_F)$ per electron adds an energy $\pi^2(kT)^2/(4\varepsilon_F)$. Two thirds of this, $0.10$ meV, enters $P/n$. This case tests the formula and is not a prediction for a real grain. Hydrogenic donors at this density would freeze out at 10 K. Even with ionized donors, the electrons interact: the effective Bohr radius is $0.0529\times10/0.3=1.76$ nm and the effective Rydberg is $41$ meV, so $r_s\approx3.5$. The exchange energy is then $-0.916\times41/3.5\approx-10.6$ meV per electron, and one third of it, $-3.5$ meV, would enter $P/n$ and cancel most of the $4.86$ meV.

## Where the mean-field picture becomes coarse

The calculation smears donors and trapped electrons into uniform charge. In the distributed example the trapped electrons are about $n_t^{-1/2}=5.5$ nm apart, and a cube with the depletion width as its edge holds about four donors. The real barrier must vary along the boundary, and $0.267$ eV describes the smeared model rather than each point of it. The digits beyond that serve to compare numerical methods. Full ionization is also an idealization for these parameters. A hydrogenic donor would lie $13.6\times0.3/10^2$ eV $=41$ meV below the band edge, comparable with $E_c-E_F=34$ meV, and at $10^{18}$ cm⁻³ the product of $N_D^{1/3}$ and the effective Bohr radius is $0.18$, below the Mott value of about $0.26$. Treated as isolated levels with degeneracy 2, only about half of such donors would be ionized in the neutral core at 300 K. The numbers above therefore apply to much shallower donors; otherwise $N_D$ in (2) must be replaced by the local ionized density, and (1) changes with it. Very deep traps can also bring the valence band close to the Fermi level, even when the barrier is low. In the deep-level results at $1\times10^{17}$ and $2\times10^{17}$ cm⁻³, the band edge at the boundary lies about $1.5$ eV above the Fermi level. These results therefore assume a band gap well above $1.5$ eV; with a smaller gap, hole charge must be added to (2). The complete values are in the numerical output.

## Computed results

```
relative permittivity 10, effective mass 0.3 m_e
temperature 300 K, kT = 0.02585 eV
grain length L = 100 nm
donors N_D = 1.00e+18 cm^-3
traps N_t = 4.00e+12 cm^-2
trap depth D = 0.4 eV, width s = 0.1 eV
band density N_c = 4.1234e+18 cm^-3
Debye length = 3.7798 nm
neutral E_c - E_F = 0.03441 eV
--- self-consistent solution, 1600 cells ---
Newton steps = 7
barrier E_b = 0.267070 eV
barrier by collocation = 0.267070 eV
E_c - E_F at boundary = 0.30149 eV
filled trap fraction = 0.81455
trapped density n_t = 3.258219e+12 cm^-2
depletion charge/q, collocation = 3.258219e+12 cm^-2
relative charge difference = 9.0e-08
width n_t/(2 N_D) = 16.291 nm
electrostatic term = 0.240122 eV
pressure term = 0.026948 eV
electron density at boundary = 3.552e+13 cm^-3
electron density at centre = 9.99756e+17 cm^-3
Seto barrier = 0.361903 eV
--- grid ---
20 cells: relative charge imbalance = 0.0e+00
20 cells: barrier error = -0.1952 meV
observed order of convergence = 2.000
--- doping sweep: barriers in eV ---
deep level: depth 1.5 eV, width 1 meV
N_D (cm^-3)  Seto     deep     distributed  filled fraction
1.0e+17      0.22619  0.22619  0.22589      0.2498
2.0e+17      0.45238  0.45238  0.32999      0.4175
5.0e+17      0.72381  0.74495  0.31058      0.6270
1.0e+18      0.36190  0.38884  0.26707      0.8146
3.0e+18      0.12063  0.14966  0.14687      0.9884
Seto crossover N_t/L = 4.00e+17 cm^-3
Seto crossover barrier = 0.90476 eV
--- limits and failed iteration ---
narrow level at 0.4 eV: barrier = 0.31212 eV
narrow level at 0.4 eV: filled = 0.8877
10 K deep level: excess over Seto = 4.961 meV
2/5 of band Fermi energy = 4.862 meV
alternation gain at the solution = 1.429
alternation cycle = 0.0956 and 0.3835 eV
```
